\section*{Exchange splitting of the 3s level in 3d ions, with Mn2+, part 2}

Removing a $3s$ electron from Mn$^{2+}$ ($3d^5\,{}^6S$) leaves an ion with final states ${}^7S$ and ${}^5S$. The first half treated them in the single configuration $A=3s^1\,3p^6\,3d^5$, with common orbitals and no spin-orbit coupling. For a $3d$ parent term of spin $S$ it found Van Vleck's formula
\begin{equation}
\boxed{\;E(S-\tfrac12)-E(S+\tfrac12)=\frac{2S+1}{5}\,G^2(3s,3d).\;}
\label{eq:vv}
\end{equation}
Here $G^2/5$ is the exchange integral of $3s$ with any one $3d$ orbital; the superscript is a multipole order, not a power. For Mn$^{2+}$ the splitting is $\tfrac65G^2$: 14.45 eV with hole-state orbitals (Hartree--Fock, optimized for ${}^7S$ with the $3s$ hole) and 13.3 eV with ground-state orbitals (optimized for ${}^6S$ of Mn$^{2+}$). The measured size is roughly 6.5 eV in MnF$_2$. How far does the mixing of configurations account for this disagreement?

$H$ is the Hamiltonian, and $|{}^5S\rangle$ and $|{}^7S\rangle$ always mean the states of $A$ alone. The determinant $|D_0\rangle$ has the $3s$ spin down and five $3d$ spins up:
\begin{equation}
|D_0\rangle=\sqrt{\tfrac56}\,|{}^5S\rangle+\sqrt{\tfrac16}\,|{}^7S\rangle .
\label{eq:D0}
\end{equation}

Algebra is in atomic units, energies in eV. The real radial functions $R_s$, $R_p$, $R_d$ of $3s$, $3p$, $3d$ satisfy $\int_0^\infty R^2r^2\,dr=1$. Rotating doubly occupied orbitals of equal $l$ into each other leaves the Hartree--Fock energy unchanged; by convention, these orbitals diagonalize the mean of the spin-up and spin-down Fock operators. Two-electron integrals are
\begin{equation}
(ab|cd)=\int\!\!\int \phi_a^*(1)\phi_b(1)\,\frac{1}{r_{12}}\,
\phi_c^*(2)\phi_d(2)\,d^3r_1\,d^3r_2 ,
\end{equation}
with
\begin{equation}
\frac{1}{r_{12}}=\sum_{k=0}^{\infty}\frac{4\pi}{2k+1}\,
\frac{r_<^k}{r_>^{k+1}}\sum_{q=-k}^{k}Y_{kq}^*(1)\,Y_{kq}(2),
\label{eq:multipole}
\end{equation}
where $r_<$ and $r_>$ are the smaller and the larger of $r_1$ and $r_2$.

\subsection*{(f) Which configurations can mix}

\textbf{Question.} Move one or two electrons of $A$ within the shells $3s$, $3p$ and $3d$. Which of the resulting configurations can mix with ${}^5S$, and which with ${}^7S$?

\textbf{Solution.} The Hamiltonian conserves parity, total spin and total orbital angular momentum. It contains one- and two-electron operators, so it connects $A$ directly to configurations that differ by at most two electrons.

Parity changes with each electron that leaves $3p$, since $s$ and $d$ orbitals are even and $p$ orbitals are odd. The $3p$ shell must therefore lose no electron or two.

If it loses none, the possible configurations are $3s^2\,3p^6\,3d^4$ and $3s^0\,3p^6\,3d^6$. In both, $3p$ is full and $3s$ is either full or empty, so the spin and orbital momentum come from $3d$ alone. A quintet of $d^4$ has four parallel spins and one empty orbital in the spin-up set, which gives $L=2$. A quintet of $d^6$ has a full spin-up set and one further electron, which also gives $L=2$. Neither has a quintet or a septet with $L=0$, and neither can mix.

If $3p$ loses two electrons, these can fill the $3s$ hole and enter $3d$, or both can enter $3d$:
\begin{equation}
B=3s^2\,3p^4\,3d^6,\qquad C=3s^1\,3p^4\,3d^7 .
\end{equation}

In $B$ a septet requires the largest spin of both open shells, 1 from $3p^4$ and 2 from $3d^6$. These spins belong to the terms ${}^3P$ and ${}^5D$. Angular momenta 1 and 2 combine to 1, 2 or 3, but not to 0. Hence $B$ has no ${}^7S$ state. It does have ${}^5S$ states: the terms $3p^4\,{}^1D$ and $3d^6\,{}^5D$, for instance, combine to spin 2, and two angular momenta of 2 can combine to 0.

In $C$ a septet with $L=0$ does exist. The terms $3p^4\,{}^3P$ and $3d^7\,{}^4P$ can combine to $L=0$, and their spins together with that of $3s$ add up to $1+\tfrac32+\tfrac12=3$. The same two terms, coupled to $L=0$ and spin $\tfrac52$, also combine with the $3s$ spin to $\tfrac52-\tfrac12=2$, which is a ${}^5S$ state. Configuration $C$ can therefore mix with both final states.

The distinction between the final states is thus sharpest in $B$. It can push ${}^5S$ down and leaves ${}^7S$ where it is, which reduces the splitting.

\subsection*{(g) The strength of the coupling}

\textbf{Question.} Let $P_B$ project on configuration $B$. Calculate the total squared coupling
\begin{equation}
V^2=\left\|P_BH|{}^5S\rangle\right\|^2 .
\end{equation}

\textbf{Solution.} It is easier to start from the single determinant $|D_0\rangle$. Since $B$ has no ${}^7S$ state, $P_BH|{}^7S\rangle=0$. The septet part of $|D_0\rangle$ drops out, and
\begin{equation}
\left\|P_BH|D_0\rangle\right\|^2=\tfrac56V^2 .
\label{eq:share}
\end{equation}

In $|D_0\rangle$ the $3p$ shell is full, the vacancy in $3s$ has spin up, and all vacancies in $3d$ have spin down. To reach $B$, one $3p$ electron must enter $3s$ with spin up and another must enter $3d$ with spin down. Let them come from the real orbitals $p_i$ and $p_j$, and let the final $d$ orbital be $d_m$. Two orbitals have changed, so no one-electron operator contributes. The exchange counterpart of the integral vanishes because the two spins are opposite. The matrix element is, up to a sign,
\begin{equation}
(s\,p_i|d_m\,p_j).
\end{equation}
The indices $i$ and $j$ take three values each and $m$ takes five, which gives 45 different determinants. Their squared matrix elements add.

Write the angular parts as real spherical harmonics $y_{1i}$ and $y_{2m}$. The expansion \eqref{eq:multipole} has the same form in real harmonics. The product $s\,p_i$ has the angular dependence $y_{1i}/\sqrt{4\pi}$ and selects the multipole $k=1$ with component $i$. Its prefactor is $4\pi/3$, so
\begin{equation}
(s\,p_i|d_m\,p_j)=\frac{4\pi}{3}\,\frac{R^1}{\sqrt{4\pi}}\,g_{ijm},
\qquad
g_{ijm}=\int y_{1i}\,y_{1j}\,y_{2m}\,d\Omega ,
\end{equation}
with the radial integral
\begin{equation}
R^1=\int_0^\infty\!\!\int_0^\infty R_s(r_1)R_p(r_1)\,
\frac{r_<}{r_>^2}\,R_p(r_2)R_d(r_2)\,r_1^2r_2^2\,dr_1\,dr_2 .
\end{equation}

The sum of $g_{ijm}^2$ follows from completeness. The product $y_{1i}y_{1j}$ is even under inversion and quadratic in the components of the unit vector. It contains harmonics with $l=0$ and $l=2$. Its squared norm is the sum of the squares of its expansion coefficients. Summing over $i$ and $j$, and using $\sum_i y_{1i}^2=3/(4\pi)$, gives the total squared norm
\begin{equation}
\sum_{ij}\int y_{1i}^2\,y_{1j}^2\,d\Omega
=4\pi\left(\frac{3}{4\pi}\right)^2=\frac{9}{4\pi}.
\end{equation}
The coefficient of $y_{00}=1/\sqrt{4\pi}$ is $\delta_{ij}/\sqrt{4\pi}$, so the $l=0$ part contributes
\begin{equation}
\sum_{ij}\frac{\delta_{ij}}{4\pi}=\frac{3}{4\pi}.
\end{equation}
The remainder belongs to $l=2$:
\begin{equation}
\sum_{ijm}g_{ijm}^2=\frac{9-3}{4\pi}=\frac{6}{4\pi}.
\end{equation}

The summed squared coupling of the determinant is therefore
\begin{equation}
\left\|P_BH|D_0\rangle\right\|^2
=\frac{16\pi^2}{9}\cdot\frac{(R^1)^2}{4\pi}\cdot\frac{6}{4\pi}
=\frac23\,(R^1)^2 .
\end{equation}
Division by the quintet share in \eqref{eq:share} gives
\begin{equation}
V^2=\frac65\cdot\frac23\,(R^1)^2=\frac45\,(R^1)^2 .
\label{eq:V}
\end{equation}

For the hole-state orbitals, numerical integration gives $R^1=16.94$ eV. Hence $V=\sqrt{0.8}\times16.94=15.15$ eV. The coupling neglected in the first half is as large as the splitting calculated there.

\subsection*{(h) A two-state estimate}

\textbf{Question.} Combine the states of $B$ that couple to $|{}^5S\rangle$ into one state and estimate the reduced splitting. Is second-order perturbation theory adequate?

\textbf{Solution.} The normalized state
\begin{equation}
|b\rangle=\frac{1}{V}\,P_BH|{}^5S\rangle
\end{equation}
carries the entire coupling. Indeed $\langle b|H|{}^5S\rangle=V$, and any state of $B$ orthogonal to $|b\rangle$ has no direct matrix element with $|{}^5S\rangle$. Let $D$ be the expectation value of $H$ in $|b\rangle$, measured from the energy of $|{}^5S\rangle$. In the space of these two states,
\begin{equation}
H=\begin{pmatrix}0&V\\V&D\end{pmatrix},\qquad
E^2-DE-V^2=0 .
\end{equation}
The lower root is $E=-\lambda$ with
\begin{equation}
\lambda=\sqrt{\frac{D^2}{4}+V^2}-\frac D2 .
\label{eq:lambda}
\end{equation}

The value of $D$ is obtained numerically from the matrix of $H$ between determinants. With hole-state orbitals it is 16.47 eV. Then
\begin{equation}
\lambda=\sqrt{(8.24)^2+(15.15)^2}-8.24
=17.24-8.24\approx9.0~\text{eV}.
\end{equation}
Configuration $B$ does not move ${}^7S$, so the splitting becomes
\begin{equation}
14.45-9.0\approx5.4~\text{eV}.
\end{equation}
With ground-state orbitals the same steps use $V=14.48$ eV and $D=17.06$ eV. They give $\lambda=8.3$ eV and a splitting of 5.0 eV.

For $V\ll D$ the square root in \eqref{eq:lambda} can be expanded, and $\lambda\approx V^2/D$. This is second-order perturbation theory for the two-state matrix. Here it would give $(15.15)^2/16.47=13.9$ eV instead of 9.0 eV and would remove nearly the whole splitting. The expansion is not justified, because $V/D=0.92$. The coupling is nearly as large as the energy distance between the two states, and the matrix must be diagonalized.

The first row of the eigenvalue equation, $\lambda a+Vc=0$, relates the amplitude $a$ of $|{}^5S\rangle$ to the amplitude $c$ of $|b\rangle$. The weight of the original configuration is
\begin{equation}
a^2=\frac{1}{1+\lambda^2/V^2}
=\frac{1}{1+(9.0/15.15)^2}\approx0.74 .
\end{equation}
About a quarter of the lowest quintet is already $3s^2\,3p^4\,3d^6$ in this estimate. Such a state is not well described as a $3s$ hole with a somewhat smaller exchange integral.

\subsection*{(i) Diagonalization within the shell}

\textbf{Question.} Replace the estimate by a diagonalization, first with $A$ and $B$, then with all distributions of the electrons over $3s$, $3p$ and $3d$. Does the result explain the measured size?

\textbf{Solution.} The ionized ion has twelve electrons in the nine orbitals $3s$, $3p$ and $3d$. The inner shells are kept closed. The septet is found among the determinants with nine spins up and three down, of which there are $\binom93=84$. The quintet is found among those with eight up and four down, of which there are $9\times126=1134$. These matrices are small enough for complete numerical diagonalization. Both sets also contain lower states in which the $3s$ hole is filled, such as the quintet of $3s^2\,3p^6\,3d^4$ and the septet of $3s^2\,3p^5\,3d^5$. These have a different symmetry and do not mix with the states sought. The lowest ${}^5S$ and ${}^7S$ states are identified by their overlap with $|{}^5S\rangle$ and $|{}^7S\rangle$, and they are meant below by the lowest quintet and the septet. With hole-state orbitals the splittings are
\begin{align}
\text{configuration }A:\quad &14.45~\text{eV},\\
\text{configurations }A\text{ and }B:\quad &4.05~\text{eV},\\
\text{all distributions in the shell:}\quad &4.70~\text{eV}.
\end{align}
The second value is below the two-state estimate, as the variational principle requires: the lowest quintet gains from the additional states of $B$, while the septet cannot move.

The complete calculation increases the splitting again, from 4.053 to 4.696 eV before rounding, that is by 0.64 eV. The third decimal serves only to form this difference; each value moves by about 0.002 eV with the basis and by up to 0.03 eV with the convention for the closed-shell orbitals, while the difference stays at 0.64 to 0.65 eV. Relative to their energies in $A$, the quintet is then lowered by 10.54 eV and the septet by 0.78 eV:
\begin{equation}
14.45-10.54+0.78\approx4.7~\text{eV}.
\end{equation}
With $A$ and $B$ alone the quintet was lowered by $14.45-4.05=10.40$ eV. The additional configurations thus lower it by a further 0.14 eV, less than the 0.78 eV they give the septet.

With ground-state orbitals the complete calculation reduces 13.3 eV to 4.4 eV. For both orbital sets the single-configuration value is about three times the value with mixing. This is a larger reduction than the measured size calls for: 4.4 to 4.7 eV lies below 6.5 eV by roughly 2 eV.

The calculation therefore identifies a mechanism strong enough to remove the twofold overestimate, but it does not reproduce the measured splitting. Excitations from the inner shells and into orbitals outside $3s$, $3p$ and $3d$ are missing, as are relativity, spin-orbit coupling, separate orbitals for the two final states, and the surroundings of the ion in a salt. If the rough measured size is taken as the reference, these omissions must together raise the splitting. The present numbers do not show which of them is responsible.

\subsection*{(j) Where the missing strength goes}

\textbf{Question.} Let $|i\rangle$ be the quintet eigenstates of the complete calculation, with energies $E_i$, and let $w_i=|\langle i|{}^5S\rangle|^2$. What does Van Vleck's formula say about this set of states?

\textbf{Solution.} If the electron is removed suddenly from an initial state with one configuration and the same orbitals, the quintet part of the ion is $|{}^5S\rangle$ at that instant. The number $w_i$ is then the share of the quintet strength found in state $i$. Completeness of the eigenstates gives two sum rules:
\begin{equation}
\sum_iw_i=1,\qquad
\sum_iw_iE_i=\langle{}^5S|H|{}^5S\rangle .
\label{eq:sum}
\end{equation}
The right-hand side of the second rule is the quintet energy in configuration $A$. Hence, within this model,
\begin{equation}
\sum_iw_iE_i-\langle{}^7S|H|{}^7S\rangle=\frac65\,G^2 .
\end{equation}
The formula gives the centroid of the quintet strength, measured from the unmixed septet. Mixing redistributes the strength around this centroid. The lowest line moves down, and other lines appear above.

With hole-state orbitals, four states carry nearly all the strength. Their energies are measured from the lowest ${}^7S$ state of the same calculation:
\begin{center}
\begin{tabular}{cc}
energy (eV) & share $w_i$\\
4.7 & 0.63\\
22.0 & 0.13\\
23.7 & 0.08\\
42.9 & 0.15
\end{tabular}
\end{center}
The line nearest to the septet holds less than two thirds of the quintet strength. The other three tabulated lines lie at least 17 eV above it.

Since the septet itself has moved down by 0.78 eV, the centroid on this energy scale is $14.45+0.78=15.2$ eV. No strong line lies there. The four tabulated states contribute about 14.1 eV to the sum $\sum_iw_iE_i$. The remaining 1.1 eV comes from the last one per cent of the strength, which lies mainly in weak lines between 116 and 142 eV, with a weighted mean energy near 130 eV.

A reduced value of $G^2$ in \eqref{eq:vv} can be chosen to place the lowest quintet correctly. It cannot produce the additional lines, because a single configuration has one ${}^5S$ state built on the ${}^6S$ parent. The splitting between the two main lines and the distribution of strength have to be obtained from the same mixed states.
